The phase rule for a neutral jellium surface

A metal surface is modelled by jellium. A uniform positive background of density n̄ fills the half-space z < 0 and ends abruptly at z = 0. The electrons move independently in an effective potential v(z), which tends quickly to 0 inside the metal. Outside it stays above the Fermi energy, so every occupied wave is totally reflected. The motion parallel to the surface is free.

The derivations use atomic units, ħ = m = e = 1 (lengths in bohr, energies in hartree). The electron density is positive, and N denotes the excess of electrons over background per unit area. For the perpendicular wavenumber k the real wave obeys

−½ψ_k″ + v(z)ψ_k = ½k²ψ_k,  ψ_k → sin(kz − γ(k)) deep inside.

The sign of sin(kz − γ) defines the phase γ, and the background edge is the origin of z. For k → 0 the wave inside becomes a straight line, proportional to z − ℓ, unless a state sits at the band bottom itself. That case is excluded. Since sin(kz − γ) ≈ k(z − ℓ), the phase starts as γ ≈ kℓ, up to multiples of π that change at most the sign of ψ. We take γ continuous with γ(0) = 0; it is then an odd, smooth function of k. Until part (d) there are no surface states below the band bottom.

**(a) Express the electron density through the waves ψ_k, and fix its bulk value.**

Put the metal in a box of large length B. The normalized waves are √(2/B) ψ_k and the allowed k are spaced by π/B, so a sum over perpendicular states becomes (B/π)∫dk. The corrections of relative order 1/B vanish at fixed z.

For given k, the parallel wavevectors fill a disc of radius √(kF² − k²). With two spins this holds

2 · π(kF² − k²)/(4π²) = (kF² − k²)/(2π)

electrons per area. The product of (B/π), (2/B) and this number gives

n(z) = (1/π²) ∫₀^{kF} (kF² − k²) ψ_k(z)² dk.

Deep inside, sin² averages to ½, and

n̄ = (1/2π²)(kF³ − kF³/3) = kF³/(3π²),

which is the bulk relation between density and Fermi wavenumber.

**(b) How much of one wave lies between z = −L and the vacuum? Answer in terms of the phase, without solving for the wave near the surface.**

Write the wave equation as ψ″ = (2v − k²)ψ and differentiate it with respect to k at fixed z:

∂_kψ″ = (2v − k²)∂_kψ − 2kψ.

Define W = ψ ∂_kψ′ − ψ′ ∂_kψ. In its z-derivative the products of first derivatives cancel, leaving

dW/dz = ψ ∂_kψ″ − ψ″ ∂_kψ = −2kψ².

The potential has dropped out. Outside the metal ψ and ∂_kψ decay, so W vanishes there. Integration from −L outward gives

W(−L) = 2k ∫_{−L}^∞ ψ_k² dz.

At −L the asymptotic form holds. With θ = kz − γ we have

ψ = sin θ,  ψ′ = k cos θ,
∂_kψ = (z − γ′) cos θ,
∂_kψ′ = cos θ − k(z − γ′) sin θ,

where γ′ = dγ/dk. Hence

W = sin θ cos θ − k(z − γ′)(sin²θ + cos²θ) = ½ sin 2θ − k(z − γ′).

At z = −L, θ = −(kL + γ). Dividing by 2k,

∫_{−L}^∞ ψ_k² dz = ½(L + γ′) − sin(2kL + 2γ)/(4k).

The first term says that the surface lengthens the metal, for this wave, by dγ/dk. The second records where in its oscillation the wave was cut at −L.

A test wave was computed for the smooth barrier

v = 1.2/(1 + e^{−2z}) + 0.2 e^{−(z+2)²/2}

in atomic units, with k = 0.5 and L = 60. Direct integration and the phase expression both give 1.531142 nm.

**(c) Find the surface charge, and the condition on γ for neutrality.**

Multiply the result of (b) by (kF² − k²)/π², integrate over k, and subtract the background n̄L. There are three contributions.

The term ½L gives (L/2π²)(2kF³/3) = n̄L, which cancels the background.

The term ½γ′ is integrated by parts:

(1/2π²) ∫₀^{kF} (kF² − k²)γ′ dk = (1/2π²)[(kF² − k²)γ]₀^{kF} + (1/π²) ∫₀^{kF} kγ dk.

The boundary term vanishes at kF because of the factor kF² − k², and at 0 because γ(0) = 0.

The third contribution is

−(1/4π²) ∫₀^{kF} (kF² − k²) sin(2kL + 2γ)/k dk.

Expand the sine as sin 2kL cos 2γ + cos 2kL sin 2γ. Since sin 2γ/k is smooth, the second piece is a smooth function times a rapid oscillation, and it vanishes for L → ∞. In the first piece, (kF² − k²)cos 2γ/k equals kF²/k plus a smooth function. The smooth part again averages out, but the 1/k part does not:

kF² ∫₀^{kF} sin(2kL)/k dk → kF² π/2.

The third contribution therefore tends to −kF²/(8π). Altogether

N = (1/π²) ∫₀^{kF} kγ dk − kF²/(8π).

Define the average with weight k, normalized by ∫₀^{kF} k dk = kF²/2:

⟨γ⟩ = (2/kF²) ∫₀^{kF} k γ(k) dk.

Then

N = (kF²/2π²)(⟨γ⟩ − π/4).

The surface is neutral if and only if

⟨γ⟩ = π/4.

This is the Sugiyama phase rule. The π/4 has a direct meaning. A hard wall placed on the background edge has γ = 0, because its waves are sin kz. These waves vanish at the wall, and the surface lacks kF²/(8π) electrons per area. The average phase measures how far the real barrier must let the waves out to restore them.

The choice of origin matters. Move the background edge to z = b and leave the potential in place. With z = z̃ + b, the phase measured from the new edge is γ − kb, and its average falls by

(2/kF²) b kF³/3 = 2kF b/3.

The formula for N then gives a change (kF²/2π²)(−2kF b/3) = −n̄b: the excess of electrons falls by the number of background charges added.

Self-consistency was not used. The rule holds for any potential of the stated kind whose density is neutral. A self-consistent potential approaches its bulk value more slowly, with a Friedel tail like cos(2kF z)/z², and γ is then no longer smooth at kF. Since γ stays continuous and the weight kF² − k² vanishes there, the rule still applies. It constrains one average of the phases and does not determine v(z).

At finite L the third contribution approaches its limit with an oscillating remainder. Put h = (kF² − k²)/k, so that h(kF) = 0 and h′(kF) = −2. Two integrations by parts at the upper end give a leading remainder

sin(2kF L + 2γ(kF))/(8π²L²).

For L = 60 its amplitude is 3.5×10⁻⁶ per bohr², or 0.0013 per nm². For the barrier of part (b), with the kF of part (f), the integrated density gives −24.8128 electrons per nm² and the phases give −24.8131. The difference is within that amplitude. This surface is far from neutral, so the test covers the charge formula and not just its zero.

**(d) What changes if there are surface states, or if the metal is warm?**

A surface state with energy −κ²/2 below the band bottom is normalized to one. Its parallel disc has radius squared kF² + κ², so it adds (kF² + κ²)/(2π) electrons per area. The derivation for the continuum is unchanged with the branch γ(0) = 0. The total charge is

N = (kF²/2π²)(⟨γ⟩ − π/4) + Σ (kF² + κ²)/(2π),

and neutrality now requires

⟨γ⟩ = π/4 − π Σ (1 + κ²/kF²).

The value π/4 thus belongs to a surface without such states. Surface states of a crystal that lie in a gap above the band bottom are outside this model.

For a warm metal let T be the thermal energy, μ the chemical potential and f(k) the Fermi function at energy k²/2. The parallel states of both spins have density 1/π per unit energy, so their filling is g(k)/(2π), with

g(k) = 2T ln(1 + e^{(μ − k²/2)/T}),  dg/dk = −2k f(k).

Let μ be chosen so that the bulk density (1/2π²)∫₀^∞ g dk equals the background density n̄. Replace kF² − k² by g in part (c). The same steps give

N = (1/π²) ∫₀^∞ k f γ dk − g(0)/(8π).

Integrating dg/dk from 0 to ∞ gives g(0) = 2∫₀^∞ k f dk. Neutrality therefore reads

∫ k f γ dk / ∫ k f dk = π/4,

provided that thermal occupation above the barrier is negligible.

Counting levels gives a second route to this result. Close the metal by a hard wall at z = −L. The wave must vanish there, so kL + γ = mπ with m = 1, 2, 3, … The Euler–Maclaurin formula replaces a sum over m ≥ 1 by the integral from 0 minus half the value at m = 0. The next term contains dg/dm at m = 0, which vanishes because g depends on k². With dm = (L + γ′)dk/π,

(1/2π) Σ g(k_m) = (1/2π²) ∫₀^∞ g(L + γ′) dk − g(0)/(4π).

The L term is the background, n̄L, where n̄ is the bulk density at the given μ and T. The constant −g(0)/(4π) belongs to two surfaces. The hard wall, with γ = 0 from its own edge, takes −g(0)/(8π), and the other half is the constant found above.

This count was tested with T = 0.02, L = 60 and μ equal to the Fermi energy of part (f), on two barriers: that of part (b), and the same one with the hump +0.2 replaced by a well −0.7. The second binds one surface state. Diagonalization gives 538.183 and 619.082 electrons per nm² in the box. The phase formula, with the surface state added for the well, gives 538.177 and 619.075. The small differences come mainly from the finite grid used in the diagonalization. The surface state contributes more than kF²/(2π) = 48.7 of these, so leaving it out would be plainly visible.

**(e) Place a hard wall, and then a step of finite height V₀, so that the surface is neutral.**

For a hard wall at z = d the wave is sin k(z − d), so γ = kd and ⟨γ⟩ = 2kF d/3. The rule gives

d = 3π/(8kF).

The wall stands outside the background edge, because the density is depleted in front of it.

For a step at z = a set k_V = √(2V₀) and κ_k = √(k_V² − k²). Inside, ψ = sin(k(z − a) − δ). Outside, ψ = −sin δ e^{−κ_k(z − a)}, which matches the value at a. Matching the slope requires

k cos δ = κ_k sin δ,

so tan δ = k/κ_k and sin δ = k/k_V. Therefore

γ = ka + arcsin(k/k_V).

Let s = kF/k_V and let A be the average of the arcsine. With x = k/k_V,

A = (2/s²) ∫₀^s x arcsin x dx
 = (2/s²)[½s² arcsin s − ½ ∫₀^s x²/√(1 − x²) dx].

The last integral is ½(arcsin s − s√(1 − s²)), as differentiation confirms. Hence

A = (1 − 1/(2s²)) arcsin s + √(1 − s²)/(2s).

The rule 2kF a/3 + A = π/4 fixes the step:

a = (3/(2kF)) (π/4 − A).

For a very high barrier s is small. Then arcsin s ≈ s + s³/6 and s√(1 − s²) ≈ s − s³/2, so A ≈ s − s/3 = 2s/3 and

a ≈ 3π/(8kF) − 1/k_V.

The step lies inside the hard-wall position by the decay length 1/k_V of a slow electron. In the opposite limit of vanishing work function, s = 1, A = π/2 − π/4 = π/4 and a = 0. Since arcsin(k/k_V) grows as the barrier is lowered at fixed kF, a falls steadily from 3π/(8kF) to 0.

**(f) Evaluate the step model in the regime of aluminium, and judge it.**

The rough inputs are a face-centred cubic lattice constant of 0.405 nm, three free electrons per atom and a work function of 4.2 eV. With four atoms per cube,

n̄ = 12/(0.405 nm)³ = 180.6 nm⁻³,
kF = (3π² n̄)^{1/3} = 17.49 nm⁻¹.

The Fermi energy is 11.65 eV, so V₀ = 11.65 + 4.20 = 15.85 eV and s = √(11.65/15.85) = 0.857. The closed formula gives A = 0.6296, and the step must supply the rest:

2kF a/3 = 0.7854 − 0.6296 = 0.1558,
a = 1.5 × 0.1558/(17.49 nm⁻¹) = 0.0134 nm.

A hard wall would stand at 0.0674 nm. Most of the required average phase comes from penetration into the barrier, and a fifth from the position of the step. The individual phases run from 0.274 at k = kF/4 to 1.264 at kF; it is their average that equals π/4. About 2.49 electrons per nm² lie beyond the background edge, balanced by an equal net deficit inside.

The condition is tight on an electrical scale. If the step were put on the background edge, the charge would be

N = (kF²/2π²)(0.6296 − 0.7854) = −2.41 nm⁻²,

equal to −n̄a, as the shift argument of part (c) requires. Integrating the density gives the same number. The field outside such a surface would be 437 MV/cm. Conversely, an applied field of 10 MV/cm that draws electrons to the surface induces 0.0553 electrons per nm² and raises ⟨γ⟩ by

2π² × 0.0553/17.49² = 0.0036 rad.

In this field total reflection is no longer strict, since the barrier becomes a triangle. Its tunnelling exponent at the Fermi energy is 58.8, so leakage is negligible here. Image lowering, which is left out, would reduce that exponent.

A large defect of the example is that the step is not self-consistent. Its own density produces a dipole barrier of 1.77 eV. Local exchange with Wigner correlation gives a bulk potential of −9.31 eV. Together these make a barrier of

1.77 + 9.31 = 11.08 eV,

which is 4.77 eV below the assumed height and even 0.57 eV below the Fermi energy. The density of this sharp step could not hold its own electrons at the Fermi level. The work function is an input here, and the model cannot be used to predict it. The phase rule is unaffected, but a is a parameter of the step model and not a measurable position of the surface.

Real aluminium also has ion planes. To size their effect, cut the crystal into neutral slabs of thickness d, each with frozen uniform electrons and a sheet of ion charge at its centre. At depth x below a slab face the potential is n̄e x²/(2ε₀). Its average over 0 < x < d/2 is n̄e d²/(24ε₀). For the (111) and (100) spacings, 0.405/√3 nm and 0.405/2 nm, the averages differ by 1.86 V, or 1.86 eV for an electron. This estimate omits the response of the electrons and the structure of the ion cores, so it does not predict the difference in work function between the faces. Raising V₀ by the full 1.86 eV at fixed kF would move the step outward by 0.0036 nm, about a quarter of a. In a crystal the waves deep inside are Bloch waves, so the phase itself would have to be redefined before the rule could be applied.

Thermal smearing of the occupation hardly matters. At 300 K, with the electron density and V₀ held fixed, it moves the step by −5×10⁻⁷ nm. Thermal expansion and changes of the work function are left out here and can move the step far more.

At a metal–semiconductor contact a further condition can fail. If occupied metal states continue as travelling waves in the semiconductor, W in part (b) no longer vanishes on the far side. Both media must then be counted, and the rule in the form derived here does not apply.

The numerical output below lists the values used.

Calculated quantities

```
INPUTS (rough, regime of aluminium)
lattice constant            0.405 nm
work function               4.20 eV
BULK
electron density            180.6 nm^-3
Fermi wavenumber kF         17.488 nm^-1
Fermi energy                11.652 eV
barrier height V0           15.852 eV
STEP BARRIER PLACED BY THE RULE
ratio s = kF/kV             0.8574
pi/4                        0.78540 rad
mean of arcsin(k/kV)        0.62959 rad
part from position, 2kF*a/3 0.15581 rad
step position a             0.01336 nm
hard-wall position 3pi/8kF  0.06737 nm
gamma at k = 0.25 kF        0.2744 rad
gamma at k = 0.50 kF        0.5599 rad
gamma at k = 0.75 kF        0.8737 rad
gamma at k = 1.00 kF        1.2638 rad
net charge from density     5.3e-04 el/nm^2
electrons beyond z = 0      2.491 el/nm^2
STEP PUT AT THE BACKGROUND EDGE INSTEAD
excess electrons, rule      -2.4141 el/nm^2
excess electrons, density   -2.4141 el/nm^2
size of outer field         436.8 MV/cm
APPLIED FIELD               10.0 MV/cm
induced surface charge      0.05526 el/nm^2
shift of mean phase         0.00357 rad
tunnelling exponent         58.8
SMOOTH TEST BARRIERS (charges in el/nm^2)
hump: mean phase -0.81607 rad, surface states 0
  continuum: density -24.8128, phases -24.8131
  warm box: levels 538.183, phases 538.177
well: mean phase -1.05682 rad, surface states 1
  continuum: density -28.5420, phases -28.5433
  warm box: levels 619.082, phases 619.075
norm of one wave: direct 1.531142 nm, phase 1.531142 nm
NEGLECTED EFFECTS
dipole barrier of density   1.77 eV
bulk xc potential           -9.31 eV
barrier from own density    11.08 eV
own minus assumed barrier   -4.77 eV
(111)-(100) frozen step     1.86 eV
step shift if V0 rises so   0.00361 nm
step shift at 300 K         -4.93e-07 nm
```
